Why injected interstitials speed boron but slow antimony in silicon

**Q:** I anneal silicon containing boron and antimony while injecting silicon interstitials. The boron profile spreads more than in an ordinary anneal, the antimony profile less. How can one treatment do both?

**A:** A substitutional dopant A is nearly immobile by itself. It moves while joined to a native defect: an interstitial I, forming a mobile species AI, or a vacancy V, forming AV. Boron moves mainly by the first route, antimony mainly by the second. I take that assignment as given; what follows is its consequence.

Suppose that pairs form and break up quickly compared with the evolution of the profile. Local equilibrium then gives

C_AI = K_I C_A C_I,  C_AV = K_V C_A C_V,

where C is a concentration and K a pairing constant. With pair diffusivities d_AI and d_AV, the dopant flux is

J = −d_AI ∇C_AI − d_AV ∇C_AV.

If C_I and C_V are uniform, the gradients act on C_A alone:

J = −(d_AI K_I C_I + d_AV K_V C_V) ∇C_A.

If pairs are rare, C_A is nearly the whole dopant concentration, so the bracket is the dopant diffusivity D. Let a star mark thermal equilibrium at the same temperature and Fermi level, and define

S_I = C_I/C_I*,  S_V = C_V/C_V*,
f_I = d_AI K_I C_I*/D*,  f_V = d_AV K_V C_V*/D* = 1 − f_I.

Dividing D by D* gives

D/D* = f_I S_I + f_V S_V.

The number f_I is the interstitial share of the diffusivity at equilibrium: near 1 for boron, near 0 for antimony. The profile must also be broad compared with the distance a pair travels before breaking up.

**Q:** That explains boron. But I added interstitials and did nothing to the vacancies. Why should S_V fall?

**A:** Because an interstitial and a vacancy can annihilate, and the reverse reaction creates them together. Consider first what equilibrium of this reaction demands. I use atomic units with Boltzmann's constant set to 1, so T is an energy; numbers will be in eV, ångström and seconds. For dilute defects on N sites per volume, the free energy density is

F = Σ_X C_X [F_X + T ln(C_X/N) − T],  X = I, V.

Here F_X is the formation free energy of one defect without its mixing entropy. The derivative with respect to C_X is the chemical potential; the −T cancels the term from differentiating the logarithm:

μ_X = F_X + T ln(C_X/N).

Pair creation raises C_I and C_V equally and leaves C_I − C_V unchanged. At the minimum along this direction μ_I + μ_V = 0, so

F_I + F_V + T ln(C_I C_V/N²) = 0,
C_I C_V = N² exp[−(F_I + F_V)/T].

The excess of interstitials has dropped out. In full equilibrium, where surfaces and other sinks also exchange single defects, each μ_X vanishes separately and C_X* = N exp(−F_X/T). The product is the same, so

C_I C_V = C_I* C_V*,  or S_V = 1/S_I.

An explicit sum over defect numbers, made at three different excesses, agrees with the product law to about 0.03%.

**Q:** So what are the two responses?

**A:** With the product fixed,

D/D* = f_I S_I + f_V/S_I.

For f_I near 1 the first term dominates and D rises almost in proportion to S_I. For f_I near 0 the second term dominates as long as S_I² ≪ f_V/f_I, and D then falls roughly as 1/S_I. Close to equilibrium, put S_I = 1 + x with small x. Then 1/S_I ≈ 1 − x, and

D/D* − 1 ≈ (f_I − f_V)x = (2f_I − 1)x.

As long as the product stays fixed, the sign of the steady response to weak injection therefore tells you which mechanism carries more than half of the equilibrium diffusion.

**Q:** My sample is being driven, not sitting in equilibrium. Surfaces can supply fresh vacancies. When may I still fix the product?

**A:** Write the balances. Annihilation proceeds at rate k C_I C_V. Thermal pair creation must cancel it at equilibrium, so its rate is k C_I* C_V*. Let G be the injection rate per volume, and s_I and s_V the rates of relaxation at sinks. For spatially uniform defects,

dC_I/dt = G − k(C_I C_V − C_I* C_V*) − s_I(C_I − C_I*),
dC_V/dt = −k(C_I C_V − C_I* C_V*) − s_V(C_V − C_V*).

In steady state the second line says that net recombination equals the vacancy supply from sinks. Dividing it by k C_I* C_V* gives

S_I S_V − 1 = ε(1 − S_V),  ε = s_V/(k C_I*).

Collecting the terms in S_V,

S_V(S_I + ε) = 1 + ε,
S_V = (1 + ε)/(S_I + ε).

Multiplying by S_I and subtracting 1,

S_I S_V − 1 = [S_I + εS_I − S_I − ε]/(S_I + ε) = ε(S_I − 1)/(S_I + ε).

For S_I > 1 this lies between 0 and ε. The product thus exceeds its equilibrium value by a fraction smaller than ε. It is nearly fixed when ε ≪ 1, that is, when the recombination rate per vacancy at equilibrium, k C_I*, far exceeds the sink rate s_V. In the opposite limit, ε → ∞ at given S_I, sinks hold S_V at 1. This criterion is for sinks spread uniformly through the volume. A surface acts locally: if it resupplies vacancies freely, the product is not fixed within a depth of order √(D_V/(k C_I)), with D_V the vacancy diffusivity, however small the bulk ε is.

**Q:** I control the injection rate, not S_I. How do I get one from the other?

**A:** Subtract the steady vacancy balance from the interstitial balance. Recombination removes one of each, so it cancels:

G = s_I C_I*(S_I − 1) + s_V C_V*(1 − S_V).

From the expression for S_V, 1 − S_V = (S_I − 1)/(S_I + ε). Put x = S_I − 1 and divide by s_I C_I*:

g = x + ρx/(x + 1 + ε),
g = G/(s_I C_I*),  ρ = s_V C_V*/(s_I C_I*).

Multiplying by x + 1 + ε and collecting powers of x,

x² + (1 + ε + ρ − g)x − g(1 + ε) = 0.

The product of the roots, −g(1 + ε), is negative, so there is one positive root, and that is the one injection selects. Time integration of the two rate equations reproduces these steady states over the tested range of injection and recombination rates.

**Q:** Please put numbers in.

**A:** I use round model parameters; they are not measured values for silicon, boron or antimony. Take T = 0.11 eV, N = 0.05 Å⁻³, F_I = 2.5 eV and F_V = 2.4 eV. Then

C_I* = 0.05 exp(−2.5/0.11) = 6.74 × 10⁻¹² Å⁻³,
C_V* = 0.05 exp(−2.4/0.11) = 1.67 × 10⁻¹¹ Å⁻³.

With k = 5.0 × 10¹¹ Å³/s, s_I = s_V = 0.05 s⁻¹ and G = 3.0 × 10⁻¹² Å⁻³ s⁻¹,

ε = 0.05/(5.0 × 10¹¹ × 6.74 × 10⁻¹²) = 0.0148,
g = 3.0 × 10⁻¹²/(0.05 × 6.74 × 10⁻¹²) = 8.90,
ρ = C_V*/C_I* = 2.48.

The quadratic is x² − 5.41x − 9.03 = 0, with positive root x = 6.745. Hence

S_I = 7.745,  S_V = 1.0148/(7.745 + 0.0148) = 0.131.

The product S_I S_V is 1.013, so it is fixed to 1.3%, within the bound ε.

For a boron-like dopant with f_I = 0.95,

D/D* = 0.95 × 7.745 + 0.05 × 0.131 = 7.36.

For an antimony-like dopant with f_I = 0.01,

D/D* = 0.01 × 7.745 + 0.99 × 0.131 = 0.0775 + 0.1295 = 0.207.

One is accelerated about sevenfold, the other slowed about fivefold. Taking S_V = 1/S_I would change the second ratio to 0.205, less than 1% lower.

**Q:** What would I see in the profiles?

**A:** Multiply ∂C/∂t = D ∂²C/∂z² by z² and integrate over depth z for a profile far from boundaries. Two integrations by parts turn the right side into 2D times the dopant dose, so the variance grows at the rate 2D. The added variance after time t is 2Dt, and its square root measures the broadening.

Let both dopants have D* = 10 Å²/s. In 1000 s without injection the broadening is √(2 × 10 × 1000) = 141 Å. With steady injection it becomes

boron-like: 141.4 × √7.364 = 384 Å (725 bohr),
antimony-like: 141.4 × √0.2069 = 64.3 Å (122 bohr).

A separate calculation with explicit mobile pairs, which starts from their capture, release and motion, confirms the diffusivity ratios and this broadening within its 0.1% tolerance.

The 1000 s are counted after the defects have settled; starting from equilibrium, they come within 1% of their steady values after 94 s. If your anneal is not much longer than the settling time, replace Dt by the time integral of D.

**Q:** If I inject harder, does antimony keep slowing down?

**A:** Not if it has any interstitial share. Using f_I + f_V = 1 and the result for 1 − S_V,

D/D* − 1 = f_I(S_I − 1) − f_V(1 − S_V)
= (S_I − 1)[f_I − f_V/(S_I + ε)].

For S_I > 1, retardation requires a negative bracket:

1 < S_I < f_V/f_I − ε.

If f_I ≥ 1/2 this window is empty, and injection accelerates the dopant at every S_I > 1. More exactly, it closes once f_I ≥ 1/(2 + ε), so the sign of the response marks the half-share point only when ε ≪ 1; at ε = 14.8 the threshold is f_I = 0.059. If f_I = 0 there is no upper end.

To find the strongest retardation, differentiate D/D* = f_I S_I + f_V(1 + ε)/(S_I + ε) and set the result to zero:

f_I − f_V(1 + ε)/(S_I + ε)² = 0,
S_I + ε = √[f_V(1 + ε)/f_I].

The second derivative is positive, so this is a minimum; it is relevant when it lies above S_I = 1. Inserting it makes the two defect terms equal apart from the shift by ε:

(D/D*)_min = 2√[f_I f_V(1 + ε)] − f_I ε.

For f_I = 0.01 the minimum is 0.200 at S_I = 10.0, so the example already sits close to it. At S_I = 30 the ratio is back to 0.33; retardation ends at S_I = 99.0, and at S_I = 300 diffusion is three times faster than at equilibrium. A 1% interstitial share is enough to do this.

**Q:** Then can I read S_I from the antimony profile alone?

**A:** Not uniquely. For a fixed product and a measured ratio r, multiplying r = f_I S_I + f_V/S_I by S_I gives

f_I S_I² − rS_I + f_V = 0.

The two roots multiply to f_V/f_I = 99. With the product exactly fixed, S_I = 7.75 therefore has a partner, 99/7.75 ≈ 12.8, with the same antimony response; at ε = 0.0148 the partner lies at 12.9. The boron response, nearly proportional to S_I, separates them.

**Q:** Is the difference in mechanism really the whole cause?

**A:** It is necessary in this model, since at given S_I and S_V two dopants with equal f_I have equal D/D*. It is not sufficient: the vacancies must also be depleted. Keep the injection and sink rates and weaken recombination a thousandfold. Then S_I = 9.07 and S_V = 0.66; the product is about 6, and the antimony-like ratio rises to 0.75. Without recombination S_V = 1 and S_I = 1 + g = 9.90, so

D/D* = 0.01 × 9.90 + 0.99 = 1.09.

The antimony-like dopant is now slightly accelerated, while the boron-like ratio is 9.46.

**Q:** Where should I distrust the formula in a real implanted wafer?

**A:** Wherever its assumptions fail. Near a surface that resupplies vacancies, S_V can stay close to 1. If k above is diffusion limited with a 5 Å capture radius and equal defect diffusivities, each diffusivity is about 40 µm²/s, and s = 0.05 s⁻¹ stands for sinks some 30 µm away. With S_V = 1 and S_I = 7.745 held at the surface, the antimony-like ratio is then about 0.95 at 0.2 µm depth, 0.6 at 1 µm and 0.25 at 5 µm. If C_I varies with depth, the gradient of C_A C_I contains the extra term C_A ∇C_I, and the flux no longer follows the dopant gradient alone. High doping can shift the Fermi level, and with it the starred concentrations and the shares f. A dopant dense enough to consume the defects needs its own terms in their balances. Clustering, stress and direct reactions of a pair with the opposite defect are also left out. The numerical output gives the full set of values for the uniform, dilute case.

Computed values

```
thermal energy: 0.11 eV
site density: 0.05 angstrom^-3
formation free energy, interstitial: 2.5 eV
formation free energy, vacancy: 2.4 eV
equilibrium C_I: 6.740e-12 angstrom^-3
equilibrium C_V: 1.673e-11 angstrom^-3
equilibrium product: 1.127e-22 angstrom^-6
recombination coefficient: 5.0e+11 angstrom^3/s
sink rates, I and V: 0.05, 0.05 s^-1
injection rate: 3.0e-12 angstrom^-3 s^-1
eps: 0.01484 (no unit)
g: 8.9025 (no unit)
rho: 2.4821 (no unit)
S_I: 7.7450 (no unit)
S_V: 0.13078 (no unit)
S_I*S_V: 1.01290 (no unit)
1/S_I: 0.12912 (no unit)
chemical potential, I: 0.2252 eV
chemical potential, V: -0.2238 eV
time to settle within 1 percent: 94.3 s
dopant equilibrium diffusivity: 10.0 angstrom^2/s
anneal time at steady state: 1000 s
broadening without injection: 141.4 angstrom
interstitial-type: f_I = 0.95, f_V = 0.05 (no unit)
  I term 7.3578, V term 0.0065 (no unit)
  D/D*: 7.3643; pair model: 7.3636 (no unit)
  D/D* for exactly pinned product: 7.3642
  D: 73.643 angstrom^2/s
  broadening: 383.8 angstrom = 725.2 bohr
vacancy-type: f_I = 0.01, f_V = 0.99 (no unit)
  I term 0.0775, V term 0.1295 (no unit)
  D/D*: 0.2069; pair model: 0.2069 (no unit)
  D/D* for exactly pinned product: 0.2053
  D: 2.069 angstrom^2/s
  broadening: 64.3 angstrom = 121.6 bohr
vacancy-type minimum: D/D* = 0.2003 at S_I = 10.009
vacancy-type retardation ends at S_I = 98.985
table: S_I, S_V, D/D* interstitial-type, D/D* vacancy-type (no units)
     1 1.00000 1.0000 1.0000
     2 0.50368 1.9252 0.5186
     5 0.20237 4.7601 0.2503
    10 0.10133 9.5051 0.2003
    30 0.03381 28.5017 0.3335
   100 0.01015 95.0005 1.0100
   300 0.00338 285.0002 3.0033
recombination factor: S_I, S_V, D/D* int.-type, D/D* vac.-type
  1.000: 7.7450 0.13078 7.3643 0.2069
  0.001: 9.0650 0.66259 8.6449 0.7466
  0.000: 9.9025 1.00000 9.4573 1.0890
defect-count product / formula, excess 0, 5000, 20000: 0.99976, 0.99976, 0.99969
```
